Toroidal moment couples to field curl, net polarization to uniform field

A ferroelectric vortex can circulate in either of two senses. Without knowing which field distinguishes them, one may try to reverse the circulation with a stronger and stronger uniform field, although such a field has no linear coupling to the circulation. In the model pillar treated below, a uniform field of 0.7 MV/cm is applied and removed, and the vortex comes back with its original sense. A circulating field of the same size at the middle of the side faces reverses it. The opposite error is also possible: an electrode that makes a strongly non-uniform field may be credited with a grip on the circulation itself, although an electrostatic field has no curl and couples only to bound charge.

**The work term and the two moments**

Let a body of fixed position and shape carry the polarization P(r) in an applied field E(r). The term added to its internal energy F_int[P] is

W = −∫ P·E dV.

A small change δP changes W by −∫ E·δP dV, so equilibrium requires δF_int/δP = E. This is the correct local force balance whether or not E is the gradient of a potential. W is therefore a potential for P at fixed body position. It is not in general a potential for moving the body, because a field with curl can do net work around a closed path. The field of the body's own bound charge belongs to F_int, not to E.

Let R be the centroid of the body and ρ = r − R, so that ∫ρ dV = 0. Define

p = ∫ P dV,  g = ½ ∫ ρ×P dV,  C = ∇×E.

Here p is the net dipole moment and g the total electric toroidal moment. Some conventions divide g by the volume V.

"A field of uniform curl" does not name one field, since any gradient can be added without changing C. The statement in its correct form has two parts. A uniform field E₀ gives W = −p·E₀ for every texture. A field of uniform curl gives W = −C·g if the polarization has closed flux, meaning ∇·P = 0 inside and P·n = 0 on the surface. For other textures, −C·g is one term among several.

**First derivation: expanding the field**

For a uniform field, E₀ leaves the integral:

W = −E₀·∫ P dV = −p·E₀.

Two textures with the same p have the same W, however different their toroidal moments.

Now let the field be linear in position across the body:

E_i = E_i(R) + M_ij ρ_j,  M_ij = ∂E_i/∂x_j,

with repeated indices summed. Split M into its symmetric part S_ij = ½(M_ij + M_ji) and its antisymmetric part ½(M_ij − M_ji). The antisymmetric part is the curl. To see this, use C_k = ε_klm M_ml and write

(C×ρ)_i = ε_ikj C_k ρ_j = ε_kji ε_klm M_ml ρ_j.

The product of the two ε symbols is δ_jl δ_im − δ_jm δ_il, hence

(C×ρ)_i = (M_ij − M_ji) ρ_j.

The antisymmetric part of the field is half of this, and

E = E(R) + ½ C×ρ + Sρ.

Insert this into W. In the middle term, the cyclic rule for the triple product gives P·(C×ρ) = C·(ρ×P), so

−½ ∫ P·(C×ρ) dV = −C·½ ∫ ρ×P dV = −C·g.

The factor ½ in g is thus the ½ in the rotational field. Altogether,

W = −p·E(R) − C·g − S_ij Q_ij,  Q_ij = ∫ P_i ρ_j dV.

The choice of origin matters. The toroidal moment about the coordinate origin is

½ ∫ (R + ρ)×P dV = g + ½ R×p,

which is independent of the origin only if p = 0. Likewise, a purely rotational field ½ C×(r − r₀), with its axis through r₀, has the value ½ C×(R − r₀) at the centroid, and this value couples to p. A displaced axis therefore brings in the net polarization through the local field, not through the curl. In the opposite limit, a uniformly polarized body has g = ½(∫ρ dV)×P = 0 about its centroid, and a rotational field centred there does no work on it.

It remains to see when p and Q disappear. For closed flux and any smooth function φ,

∫ P·∇φ dV = ∮ φ P·n dS − ∫ φ ∇·P dV = 0.

Taking φ = x_i gives p_i = 0. Taking φ = ρ_iρ_j gives Q_ij + Q_ji = 0, and since S is symmetric, S_ij Q_ij = 0. What is left is W = −C·g.

**Second derivation: charge and circulation**

This route does not expand the field. It asks which feature of the polarization each kind of field can detect.

A uniform field is a gradient, E₀ = ∇(E₀·r). The product rule gives

P·∇(E₀·r) = ∇·[P(E₀·r)] − (E₀·r)∇·P.

Integrate, and name the bound charges σ = P·n on the surface and q = −∇·P inside:

W = −E₀·[∮ r σ dS + ∫ r q dV].

The bracket is the dipole moment of the bound charge. Since E₀ is arbitrary and W is also −E₀·∫P dV, the bracket equals p. A uniform field acts on separated charge, and a closed loop of polarization has none.

For closed flux, P can be written as the curl of a vector A. Continued by zero outside the body, P has no divergence anywhere, so P = ∇×A in all space. Outside, ∇×A = 0. If the body has no through-hole, A is a gradient there, and subtracting that gradient, continued smoothly inward, makes A vanish outside. Then n×A = 0 on the surface. A plays the part that magnetization plays for a current density.

Use the identity

∇·(A×E) = E·(∇×A) − A·(∇×E).

Integrated over the body, its left side becomes ∮ n·(A×E) dS = ∮ E·(n×A) dS = 0. Therefore

W = −∫ E·(∇×A) dV = −∫ A·(∇×E) dV = −C·∫ A dV.

In the last step C left the integral because it is uniform. To identify ∫A dV, apply the result to the particular field ½ C×ρ. Its curl is

½[C(∇·ρ) − (C·∇)ρ] = ½(3C − C) = C,

and its work term, by the triple product, is −C·g. This holds for every C, so

g = ∫ A dV,  W = −C·g.

A numerical case tests this form with a field that is far from linear. In a box with half-sides 1, 0.8 and 0.6 (dimensionless), take A = w(1 + xy, 0.5 + z, 0.7 − x + y²), where w = (1 − x²)(1 − y²/0.64)(1 − z²/0.36) vanishes on the faces. Take C = (0.3, −0.8, 1.1), and add to ½ C×r the gradient of cos(1.1x + 0.4y + 0.3)e^(0.5z) + xyz. Direct integration of −P·E gives −0.92251022, and −C·∫A dV gives the same digits. If a uniform polarization of 0.3 along z is added, surface charge appears and W becomes −1.36736933. The added part has no toroidal moment about the centre, so the change comes from the gradient field acting on the charge.

**What each derivation assumes**

The first derivation places no condition on the texture, and it shows every competing term: net dipole, toroidal moment and symmetric first moment. Its price is that the field must be linear across the body.

The second derivation accepts any smooth field whose curl is uniform, however strongly its gradient part varies. Its price, for the curl coupling, is closed flux. It also shows the role of topology. If the body has a through-hole, A need not vanish in the hole, and the integral must run over the filled region. The curl then has to be uniform in the hole as well, because a changing magnetic flux through the hole drives a circulating field in the ring even where the local curl is zero.

Both derivations concern the direct coupling, linear in the field at a given texture. Neither says that a uniform field leaves g unchanged once the texture relaxes.

**Relaxation and symmetry**

Let F be the internal energy plus W, minimized over P at a given field. When the field changes slightly, the minimizing texture changes too, but this makes no first-order contribution because F is stationary. Only the explicit dependence remains. For a rotational field ½ C×ρ with C along the vortex axis z, and for E uniform along x,

dF/dC = −g,  dF/dE = −p_x.

Inversion about the centroid replaces P(ρ) by −P(−ρ). It reverses p. In g, both ρ and P change sign, so g is unchanged. A vortex in an inversion-symmetric body can be its own inverted image. A uniform field E then produces a state that inversion maps onto the state at −E, with equal g. Along such a smoothly varying branch, the change of g begins at order E².

A mirror plane that contains both E and the vortex axis leaves E alone and reverses g. If the body has this mirror, the two senses have equal energy in the uniform field. Losing the mirror is not enough to split them. Suppose the internal energy is even in P, as in the model below (flexoelectric coupling combined with electrostriction, or polar surface terms, would spoil this). Reversing P and E together then leaves F unchanged, so F(−g, E) = F(+g, −E). A vortex that is its own inverted image also has F(+g, −E) = F(+g, E), so its two senses stay degenerate for any direction of E. They can split only if inversion is lost as well, and then

F(+g, E) − F(−g, E) = −2 p·E + terms of order E³,

where p is the small net dipole of the +g state at zero field. The leading coupling is still to net polarization. The lower symmetry merely ties the sign of p to the sense of circulation.

**A pillar 8 nm wide**

Consider a square pillar of side L = 8 nm and height 20 nm, with polarization in the cross-section and uniform along the height. Its Landau energy density is

−½|α|P² + |α|P⁴/(4P₀²) + ½K|∇P|²,

plus the depolarization energy, calculated as for an infinitely tall pillar in surroundings of the same background permittivity. The parameters are P₀ = 50 µC/cm², |α| = 4×10⁸ V m/C, K = 2×10⁻¹⁰ J m³/C² and a background permittivity of 10.

A simple estimate of the moment uses four triangular domains, each polarized parallel to its side face. The lever arm is d = max(|x|, |y|), and its mean over the square is

(1/L²) ∫₀^(L/2) d·8d dd = L/3.

Hence g/V = P₀L/6 = 50×8/6 = 66.7 nm µC/cm². The relaxed vortex has 62.7, which is 6% less than the estimate. Two effects compete here. The polarization turns more gradually than in the sharp domains, which by itself would raise the moment. Its magnitude also falls below P₀ in parts of the section, which lowers the moment by more. The gradient length √(K/|α|), 0.71 nm, is not negligible beside the side of 8 nm.

The rotational field at the middle of a side face is ½C(L/2), so C = 4E_m/L. For E_m = 0.1 MV/cm,

C = 4×0.1/8 = 0.05 MV/cm per nm = 0.005 V/nm².

The total moment is g = 5005 e nm², so C g = 25.0 eV, and the two senses should differ by 2C g = 50.1 eV. Relaxing both textures in the field gives 50.0 eV. The response quadratic in C lowers both by about 0.34 eV and cancels from the difference. With the sharp-domain moment, C g = (4E_m/L)(P₀L/6)V = ⅔P₀E_mV. At equal E_m this is two thirds of the coupling of a uniformly polarized body to a uniform field, whatever the value of L.

In a uniform field of 0.2 MV/cm the pillar acquires a mean polarization of 0.41 µC/cm², while the two senses remain degenerate to rounding error, about 10⁻¹³ eV. The relative change of g is −1.6×10⁻⁵ at 0.1 MV/cm and four times as large at 0.2 MV/cm, as a quadratic response requires. These values belong to the grid used here, whose mean depolarization factor is 0.482 instead of ½; converged with open boundaries, they are about 0.39 µC/cm² and −1.5×10⁻⁵.

Cutting a 3 nm by 2 nm block from one corner removes both the mirror and the inversion centre. On the grid used here, the vortex then has a net dipole of −4.7×10⁻⁵ P₀V along the field, with V the volume of the full pillar. Since P₀V times 1 MV/cm is 399.5 eV, the predicted splitting at 0.02 MV/cm is

2×4.69×10⁻⁵×0.02×399.5 eV = 7.5×10⁻⁴ eV,

in agreement with the relaxed energies. This confirms the relation between splitting and dipole, not the size of the splitting in a real pillar. The dipole along this field is a small remainder that is not converged on this grid: with open boundaries and finer discretization it settles near −3×10⁻⁵ P₀V. The component along the other side of the section is some twenty times larger, about 7×10⁻⁴ P₀V in size.

To reverse the vortex of the full pillar, an opposing curl was raised in steps of 0.1 MV/cm at mid-face. The first step whose removal left the fully reversed vortex was 0.7 MV/cm, or C = 0.35 MV/cm per nm. The path met one saddle, which the texture left after a small imposed disturbance. Thermal activation is not included.

**How far a real pillar is from this case**

The parameters are illustrative and are not fitted to a particular material. The required curl is far beyond that of a strong terahertz wave. By Faraday's law C = −∂B/∂t, and the reversal value corresponds to 3.5×10¹⁶ T/s, which would build up 3.5×10⁴ T in one picosecond. A terahertz wave of 1 MV/cm at 1 THz has a curl of amplitude ωE/c = 2.1×10¹² T/s, smaller by a factor of about 17,000. Its C g is 0.01 eV, less than the thermal energy of 0.026 eV at 300 K, whereas its uniform part would couple to a fully polarized pillar with 399.5 eV. Static electrodes supply no curl at all. They can still deform a vortex, and may reverse it through the nonlinear response, surface charge or a body of low symmetry; the result excludes none of these routes. In particular, if a relaxed vortex keeps some bound charge, a suitably non-uniform static field can favour one sense to first order.

Two further checks change g only a little. A cubic anisotropy energy of 0.3|α|P_x²P_y²/P₀² lowers g by 1.9%, and refining the grid from 16 to 20 cells per side lowers it by 0.2%. The converged open-boundary moment is about 0.7% below the 16-cell value: g/V ≈ 62.2 nm µC/cm², g ≈ 4970 e nm² and 2C g ≈ 49.7 eV. The quadratic energy, the anisotropy shift and the axial stiffness quoted in this text then change by one unit in the last digit, to 0.35 eV, 2.0% and −0.40|α|, while reversal still occurs at the 0.7 MV/cm step. The neglect of axial polarization is more serious. If the field of charge on the end faces is left out, the lowest axial stiffness in the relaxed vortex is −0.39|α|. An axial component would therefore grow unless the end-face charge, strain or another easy-plane effect added more than 0.39|α|. An axial component does not enter g along the axis directly, but its growth would change the in-plane texture, and the moment and reversal field given here would then no longer apply. The coupling −C·g would keep its form, with g taken from the new texture. The numerical output lists the remaining values.

Computed values

```
closed-flux test, W by quadrature        -0.92251022 (dimensionless)
closed-flux test, -C.int A               -0.92251022 (dimensionless)
same field, surface charge added, W      -1.36736933 (dimensionless)
general linear field, W direct           -4.87579738 (dimensionless)
general linear field, W from moments     -4.87579738 (dimensionless)
pillar side, height                      8.0, 20.0 nm
P0                                       50.0 uC/cm2
|alpha|                                  4.00e+08 V m/C
gradient coefficient                     2.00e-10 J m3/C2
background permittivity                  10.0
length sqrt(K/|alpha|)                   0.707 nm
cell size                                0.500 nm
mean depolarization factor               0.4823
toroidal moment/volume, relaxed          62.65 nm uC/cm2
toroidal moment/volume, sharp domains    66.67 nm uC/cm2
toroidal moment, total                   5005.2 e nm2
-dF/dC over g (relaxed body)             0.999996
-dF/dE over p (at 0.2 MV/cm)             1.000000
mean polarization at 0.2 MV/cm           0.4078 uC/cm2
relative change of g at 0.1 MV/cm        -1.594e-05
change of g, 0.2 over 0.1 MV/cm          4.0000
curl for 0.1 MV/cm at mid-face           0.0500 MV/cm per nm
  F(+g)-F(-g), relaxed                   -50.0340 eV
  -2 C g                                 -50.0520 eV
  quadratic response energy              -0.3436 eV
F(+g)-F(-g), uniform 0.2 MV/cm           7.1e-14 eV
mid-face field at reversal (0.1 steps)   0.7 MV/cm
curl at reversal                         0.350 MV/cm per nm
saddles left during the ramp             1
g/g0 after curl applied and removed      -1.00000
g/g0 after equal uniform field, removed  1.00000
cut pillar: p_x/(P0 V of full pillar)    -4.692e-05
cut pillar: splitting at 0.02 MV/cm      0.00075 eV
cut pillar: -2 p_x E at 0.02 MV/cm       0.00075 eV
cut pillar: splitting at 0.2 MV/cm       0.00748 eV
g change, 20 instead of 16 cells         -0.18 %
g change, anisotropy 0.3 |a| Px2Py2/P0^2 -1.92 %
lowest axial stiffness over |alpha|      -0.3907
thermal energy at 300 K                  0.0259 eV
dB/dt at reversal                        3.50e+16 T/s
B reached in 1 ps at that rate           3.50e+04 T
loop voltage round the pillar            2.24 V
tunnelling exponent, 3 eV gap, free mass 507
curl of 1 MV/cm, 1 THz wave              2.10e+12 T/s
  its C g                                1.05e-02 eV
  its E P0 V for uniform polarization    399.5 eV
```
